# Computing the N⁻³ Subradiant Rate of an Atomic Chain

Suppose the slowest decay rate of a closely spaced atomic chain is estimated from a guessed standing wave. The guess gives a rate falling as $N^{-3}$, but for the 400-atom chain treated below the value is 37% too large. Diagonalizing the Hamiltonian avoids the guess and raises another doubt: a rate near $5\times10^{-8}$ is read from a matrix with entries of order one, and nothing yet says how many of its digits survive rounding. A usable scheme needs the correct prefactor, the correct length to fit against, and an error estimate. Each comes from seeing why the simple approach falls short.

## The matrix and what its eigenvalues mean

Take $N$ identical two-level atoms at spacing $d<\lambda/2$, with dipoles along the chain, sharing one excitation. Set $x=2\pi d/\lambda$. Energies and rates are in units of the single-atom rate $\Gamma_0$, with $\hbar=1$ and energies counted from the atomic transition. In the rotating-wave and Born-Markov approximations (light crosses the chain in a time short compared with the evolution of the amplitudes), the amplitudes obey $i\dot v=Hv$.

The coupling is proportional to the field of one dipole at another. On the axis, with $y=x|j-l|$,

$$H_{jl}=-\tfrac34\Big(1+\frac{d^2}{dy^2}\Big)\frac{e^{iy}}y .$$

Since $(e^{iy}/y)''=e^{iy}(-1/y-2i/y^2+2/y^3)$, the $1/y$ terms cancel:

$$H_{jl}=-\tfrac32e^{iy}\Big(\frac1{y^3}-\frac i{y^2}\Big),\qquad H_{jj}=-\frac i2 .$$

The prefactor fits the diagonal: $\operatorname{Im}H_{jl}=-\frac32(\sin y/y^3-\cos y/y^2)\to-\frac32\cdot\frac13=-\frac12$ as $y\to0$. The divergent real self-energy is absorbed in the transition frequency.

Write $H=J-iG/2$ with $J,G$ real symmetric, and eigenvalues as $E-i\Gamma/2$. Integrating by parts,

$$\int_{-1}^1(1-u^2)e^{iyu}du=\frac2y\int_{-1}^1u\sin(yu)\,du=4\Big(\frac{\sin y}{y^3}-\frac{\cos y}{y^2}\Big),$$

so $G_{jl}=\frac34\int_{-1}^1(1-u^2)e^{ixu(j-l)}du$. Multiplying $Hv=(E-i\Gamma/2)v$ by $v^\dagger$, with $v^\dagger v=1$, and taking the imaginary part gives

$$\Gamma=v^\dagger Gv=\tfrac34\int_{-1}^1(1-u^2)\Big|\sum_jv_je^{-ixuj}\Big|^2du. \tag{1}$$

Here $u$ is the cosine of the emission angle, so the decay rate is the power sent to the far field.

## Why the standing wave gives the power but not the prefactor

Try $v_j=\sqrt{2/(N+1)}\,(-1)^j\sin\kappa j$ with $\kappa=\pi/(N+1)$. Let $q=xu+\pi$ and $S=\sum_{j=1}^N\sin(\kappa j)e^{-iqj}$. Multiply $\sin\kappa(j+1)+\sin\kappa(j-1)=2\cos\kappa\sin\kappa j$ by $e^{-iqj}$ and sum. The shifted sums are $e^{iq}S-\sin\kappa$ and $e^{-iq}S-\sin\kappa\,e^{-iq(N+1)}$, so

$$S=\frac{\sin\kappa\,[1+e^{-iq(N+1)}]}{2(\cos q-\cos\kappa)} .$$

With $\cos q=-\cos xu$, the interference term in $|S|^2$ oscillates rapidly in $u$ and averages out when $xN\gg1$. What remains is $|S|^2\to\kappa^2/[2(1+\cos xu)^2]$, and (1) gives

$$\Gamma_{\rm sine}\simeq\frac{3\pi^2}{4N^3}\int_{-1}^1\frac{1-u^2}{(1+\cos xu)^2}\,du .$$

Neighbouring amplitudes cancel in the bulk, and the two terms of $S$ come from the two ends, where the amplitude is of order $\kappa$. The end atoms lack neighbours on one side, so the true eigenvector differs from the sine there by an amount also of order $\kappa$. The prefactor therefore requires the end problem.

## The infinite chain: a lossless band edge

For phase $k$ per site, summing the couplings gives

$$f(k)=-\frac i2-\frac32\sum_\pm\left[\frac{\mathrm{Li}_3(e^{i(x\pm k)})}{x^3}-\frac{i\,\mathrm{Li}_2(e^{i(x\pm k)})}{x^2}\right],$$

where $\mathrm{Li}_s(z)=\sum_{n\ge1}z^n/n^s$. For the loss, sum the integral form of $G$: $\sum_ne^{in(xu+k)}$ is a comb of delta functions of weight $2\pi$, and

$$\operatorname{Im}f(k)=-\frac{3\pi}{4x}\Big(1-\frac{k^2}{x^2}\Big)\quad(|k|<x),\qquad \operatorname{Im}f=0\quad(x\le|k|\le\pi).$$

Waves outside the light cone $|k|<x$ cannot match the phase of any outgoing plane wave.

The slow modes sit at $k=\pi$, provided this is an isolated quadratic extremum. To show that it is, put $D=\cos x-\cos k$ and differentiate the real part twice for $x<k\le\pi$:

$$f''(k)=3\sum_{n\ge1}\cos kn\left[\frac{\cos xn}{x^3n}+\frac{\sin xn}{x^2}\right],$$

the second sum being taken as an Abel limit. From $\sum\cos(n\theta)/n=-\ln|2\sin(\theta/2)|$ and $\sum\sin n\theta=\frac12\cot(\theta/2)$, the two sums are $-\frac12\ln2D$ and $-\sin x/(2D)$. Hence

$$f''(k)=-\frac3{2x^3}B,\qquad B=\ln2D+\frac{x\sin x}{D}.$$

At fixed $k$, using $\partial D/\partial x=-\sin x$,

$$\frac{\partial B}{\partial x}=\frac{x\cos x}{D}+\frac{x\sin^2x}{D^2}=\frac{x(1-\cos x\cos k)}{D^2}>0 .$$

So $B$ exceeds its $x\to0$ value, $2\ln(2\sin(k/2))$. That function increases with $k$ and integrates to zero over $(0,\pi)$, as its cosine series shows, so its integral from $k$ to $\pi$ is positive. Because $f'(\pi)=0$ by symmetry, $f'(k)=\frac{3}{2x^3}\int_k^\pi B\,dk'>0$. Outside the light cone, the band therefore rises steadily to its maximum at $k=\pi$, for every $d<\lambda/2$. This says nothing about the real part inside the cone, so the slow modes should be selected by their small $\Gamma$, not by the highest energy.

There $D=2\cos^2(x/2)$, and half the curvature is

$$A=\tfrac12f''(\pi)=-\frac3{2x^3}\Big[\ln\Big(2\cos\frac x2\Big)+\frac x2\tan\frac x2\Big].$$

The bracket starts at $\ln2$ and has derivative $\frac x4\sec^2(x/2)>0$, so $A<0$.

## The missing piece: a complex end shift

Consider a half-infinite chain $j=1,2,\dots$ at energy $f(\pi)$. Set $u_j=(-1)^jv_j$, $p=k-\pi$ and $z=e^{ip}$. The equation has the symbol

$$a=f(\pi+p)-f(\pi)=A\,(1-z)(1-z^{-1})\,g,\qquad g=\frac{f(\pi)-f(k)}{4|A|\cos^2(k/2)},$$

because $(1-z)(1-z^{-1})=4\sin^2(p/2)=4\cos^2(k/2)$. The function $g$ is even, equals 1 at $p=0$ and has no zeros: outside the cone $f<f(\pi)$, and inside it $\operatorname{Im}f<0$. Thus $\ln g=\sum_nL_nz^n$ with $L_{-n}=L_n$, and

$$g=g_+(z)\,g_+(1/z),\qquad g_+(z)=\exp\Big(\tfrac12L_0+\sum_{n\ge1}L_nz^n\Big).$$

This is the Wiener-Hopf factorization. Let $U(z)=\sum_{j\ge1}u_jz^{j-1}$. The equations on the atoms require all non-negative powers of $aU$ to vanish. The choice $U=1/[(1-z)^2g_+(z)]$ achieves this, since $(1-z)(1-z^{-1})=-(1-z)^2/z$ leaves $aU=-Az^{-1}g_+(1/z)$.

Far from the end, $u_j$ follows from the singularity at $z=1$. There $1/g_+\simeq c\,[1+\beta(1-z)]$ with $\beta=g_+'(1)/g_+(1)=\sum_{n\ge1}nL_n$. The coefficients of $z^{j-1}$ in $(1-z)^{-2}$ and $(1-z)^{-1}$ are $j$ and 1, so

$$u_j\to c\,(j+\beta).$$

The wave extrapolates to zero at $j=-\beta$ rather than at site 0. With $\sum_{n\ge1}nz^n=z/(1-z)^2=-1/[4\sin^2(p/2)]$ and the Fourier integral for $L_n$,

$$\beta=-\frac1\pi\int_0^\pi\frac{\ln g(k)}{4\cos^2(k/2)}\,dk. \tag{2}$$

The integral converges at $k=\pi$, where $\ln g$ vanishes quadratically. Outside the light cone $g$ is real and positive, so the cone alone supplies $\operatorname{Im}\beta$. Inside it the phase of $g$ lies between 0 and $\pi$, hence $\operatorname{Im}\beta<0$.

## Joining two ends

In a long finite chain the bulk wave near the left end is $\sin\kappa(j+\beta)$, to leading order in $\kappa$. Reflection symmetry gives $\pm\sin\kappa(N+1-j+\beta)$ at the right end. The two agree if

$$\kappa(N+1+2\beta)=m\pi,\qquad E-\frac{i\Gamma}2\simeq f(\pi)+A\kappa^2,\qquad m=1,2,\dots$$

Let $L=N+1+2\operatorname{Re}\beta$ and $b=\operatorname{Im}\beta$. Then

$$\Gamma_m\simeq-2A\pi^2m^2\operatorname{Im}\frac1{(L+2ib)^2}=\frac{8\pi^2Ab\,m^2L}{(L^2+4b^2)^2}, \tag{3}$$

and for fixed $m$ and $N\to\infty$

$$\boxed{\Gamma_m\simeq\frac{C\,m^2}{L^3},\qquad C=8\pi^2A\operatorname{Im}\beta>0.}$$

This is leading-order matching. It neglects the $\kappa^4$ term of the band, the energy dependence of $\beta$ and the radiation passed from one end to the other.

The powers can be counted by following a wave packet. Its speed is $2|A|\kappa$, so it meets an end at the rate $2|A|\kappa/N$. The ratio of reflected to incoming amplitude has modulus $e^{-2\kappa|b|}$, a fractional energy loss of about $4\kappa|b|$. The product is $8|A||b|\kappa^2/N$, which is $C/N^3$ for $\kappa=\pi/N$. Slow motion, weak loss at the ends and chain length each supply one power.

## Dense chains, wide chains and failure

Let $d\to0$ after $N\to\infty$. Then $A\to-3\ln2/(2x^3)$. Inside the narrow cone, $f(\pi)-f(k)\to\frac3{x^3}(\frac34+1)\zeta(3)=21\zeta(3)/(4x^3)$, so the phase of $g$ is approximately

$$\frac{3\pi}{4x}\Big(1-\frac{k^2}{x^2}\Big)\frac{4x^3}{21\zeta(3)}=\frac{\pi x^2}{7\zeta(3)}\Big(1-\frac{k^2}{x^2}\Big).$$

Integrating over $0<k<x$ gives a factor $2x/3$, and (2) yields $b\to-x^3/[42\zeta(3)]$. The powers of $x$ cancel:

$$C\to\frac{2\pi^2\ln2}{7\zeta(3)}\approx1.63 .$$

Closer packing makes the band steeper and the ends less leaky in proportion. The order of limits matters, because a chain much shorter than $\lambda$ does not have independently radiating ends.

As $d\to\lambda/2$ from below, the light cone approaches $k=\pi$ and $A$ diverges. The quadratic approximation then needs $\kappa\ll\pi-x$, so longer chains are required.

For $d>\lambda/2$ the law fails. The loss of a Bloch wave becomes

$$\gamma(k)=\frac{3\pi}{2x}\sum_l\max\Big[0,\,1-\Big(\frac{k+2\pi l}{x}\Big)^2\Big].$$

By (1), $\Gamma$ is an average of $\gamma(k)$ with non-negative weights, so it cannot fall below $\min\gamma$. At $d=0.6\lambda$ this minimum, located on a fine grid of $k$, is 0.694. Diagonalization gives smallest rates of 0.707 and 0.702 for 100 and 200 atoms. Dipoles across the chain have a different coupling and need their own band analysis.

## How far the small eigenvalue can be trusted

Since $H^T=H$, the left eigenvector belonging to $v$ is $v^T$. Perturb $H$ by $\delta H$ and multiply the first-order equation by $v^T$:

$$\delta\Big(E-\frac{i\Gamma}2\Big)=\frac{v^T\delta H\,v}{v^Tv},\qquad |\delta\Gamma|\le2K\|\delta H\|,\qquad K=\frac{v^\dagger v}{|v^Tv|}.$$

Norms of matrices are spectral norms. Normalize $v^\dagger v=1$ and choose the phase so that $v^Tv>0$. The perturbation $-i\eta\,v^*v^\dagger$ has norm $\eta$ and attains the bound.

A real symmetric perturbation, such as a spread of transition frequencies, does less. Write $v=a+ib'$ with real vectors. Then $a\cdot b'=0$, $|a|^2+|b'|^2=1$ and $|a|^2-|b'|^2=1/K$. Only $2a^T\delta H\,b'$ enters the imaginary part, and $4|a|^2|b'|^2=1-1/K^2$, so

$$|\delta\Gamma|\le4K|a||b'|\,\|\delta H\|=2\sqrt{K^2-1}\,\|\delta H\| .$$

This is attained by $\delta H\propto ab'^T+b'a^T$.

For $m=1$ the end shift determines $K$. With $s=j-(N+1)/2$, the quantization condition turns the mode into $\cos\kappa s$, where $\kappa\simeq\pi/L+i\kappa_i$ and $\kappa_i=-2\pi b/L^2$. To first order,

$$\cos\kappa s\simeq\cos\frac{\pi s}L-i\kappa_is\sin\frac{\pi s}L .$$

With $t=s/L$, the squared norm of the real part is $L/2$. That of the imaginary part is $\kappa_i^2L^3\int_{-1/2}^{1/2}t^2\sin^2\pi t\,dt=\kappa_i^2L^3\big(\frac1{24}+\frac1{4\pi^2}\big)$. Their scalar product has size $\kappa_iL^2/(4\pi)$. The phase choice removes this overlap, subtracting $(\kappa_iL^2/4\pi)^2/(L/2)=\kappa_i^2L^3/(8\pi^2)$. The ratio of the squared norms is then

$$r=2\kappa_i^2L^2\Big(\frac1{24}+\frac1{8\pi^2}\Big)=\frac{b^2}{L^2}\Big(\frac{\pi^2}3+1\Big),$$

$$K-1=\frac{1+r}{1-r}-1\simeq2r=\frac{2b^2}{L^2}\Big(\frac{\pi^2}3+1\Big).$$

The eigenvalue is thus almost perfectly conditioned in the absolute sense. The difficulty is the smallness of $\Gamma$: the relative sensitivity grows as $N^3$ for general perturbations and as $N^2$ for real symmetric ones.

The neighbouring mode lies $3\pi^2|A|/L^2$ away, and first-order theory needs $\|\delta H\|$ well below this gap. For real symmetric perturbations, a change in $\Gamma$ comparable with $\Gamma$ itself requires a strength also of order $L^{-2}$. Mode mixing can therefore matter by then.

## The scheme, applied at $d=0.3\lambda$

1. Compute $A$, $\beta$ and $C$ from the band.
2. Build $H$, diagonalize it and select the smallest $\Gamma$.
3. Compare that rate with the far-field power (1) of its eigenvector.
4. Fit against $L$, not $N$.
5. Compare $2K\varepsilon\|H\|$ with $\Gamma$, where $\varepsilon$ is the machine precision.

Here $x=1.885$. Gauss-Legendre quadrature of (2), with nodes crowded towards the light-cone edge, gives $\beta=-0.1608-0.1135i$. With $A=-0.3268$,

$$C=8\pi^2(0.32676)(0.11354)=2.929 .$$

Dense diagonalization in double precision is compared with (3) below. The last column is the excess of the diagonalized rate relative to (3).

| $N$ | diagonalized $\Gamma_1$ | from (3) | excess |
|---|---|---|---|
| 50 | $2.2536\times10^{-5}$ | $2.2506\times10^{-5}$ | $1.3\times10^{-3}$ |
| 100 | $2.8715\times10^{-6}$ | $2.8706\times10^{-6}$ | $3.5\times10^{-4}$ |
| 200 | $3.6251\times10^{-7}$ | $3.6247\times10^{-7}$ | $8.8\times10^{-5}$ |
| 400 | $4.5541\times10^{-8}$ | $4.5540\times10^{-8}$ | $2.2\times10^{-5}$ |

For these lengths the excess falls about fourfold per doubling, as a relative correction of order $N^{-2}$ would. Its coefficient, however, depends on the length: from $N=100$ to 109, $N^2$ times the excess varies between 3.2 and 7.4 and repeats every five atoms. That is the period of $e^{i(x+\pi)N}$, the phase expected for radiation passed from one end to the other, which (3) neglects. The tabulated lengths are all multiples of five, so they share the same phase and hide this variation. At $N=400$ the lifetime is $1/(4.554\times10^{-8})=2.2\times10^7$ single-atom lifetimes. The next two rates are 4.000 and 9.002 times the smallest, close to $m^2$. At $N=100$ the far-field integral gives $2.8715\times10^{-6}$, the same as the eigenvalue.

From $N=200$ to 400 the fitted exponent is 2.993 against $N$ and 3.000 against $L$. The difference comes from the offset $L-N=1-2(0.1608)=0.678$: the local exponent against $N$ is $3N/L$, slightly below 3.

At $N=400$, $K-1=7.0\times10^{-7}$. The product $(K-1)L^2$ is 0.1118 there, and extrapolation linear in $1/L$ from the two longest chains gives 0.1106, equal to the predicted coefficient at this precision. The gap is $6.03\times10^{-5}$. With $\|H\|=1.343$, the relative amplification $2K\|H\|/\Gamma$ is $5.9\times10^7$.

Perturbing the 100-atom matrix by the two worst-case forms, at strength $\pm10^{-7}$, and diagonalizing again gives responses $|\delta\Gamma|/\|\delta H\|$ of 2.000 and 0.009545. These agree with the bounds $2K$ and $2\sqrt{K^2-1}$.

The rest of the spectrum is also benign at $N=400$: the largest $K$ of any mode is 1.24, and the eigenvector matrix has condition number 2.43.

For rounding itself, one step of inverse iteration in 40-digit arithmetic at $N=60$ gives $\Gamma_1=1.3124\times10^{-5}$. The double-precision value differs by $5.8\times10^{-16}$, or $4\times10^{-11}$ of the rate. If the backward error stays near $\varepsilon\|H\|$, rounding reaches the size of the rate near $N=1.7\times10^5$. This is an extrapolated estimate, and a dense solver may lose accuracy earlier if its backward error grows with $N$.

At spacings $0.1\lambda$, $0.2\lambda$ and $0.4\lambda$, $C$ is 1.583, 1.826 and 9.166. The diagonalized values of $\Gamma_1L^3$ at $N=400$ are 1.583, 1.826 and 9.167. The first lies within 3% of the dense-chain limit, and the last shows the growth as the light cone nears the band edge.
